# The Gaussian nucleus: its potential and its nuclear-attraction integrals: a numerical check

```python
"""
Result under test: a nucleus with charge density
    rho(r) = Z (xi/pi)^(3/2) exp(-xi r^2),   xi = 3 / (2 r_rms^2),
gives an electron the potential energy V(r) = -Z erf(sqrt(xi) r)/r, and
    <mu|V|nu> = -Z (mu nu|s s),
where (mu nu|s s) is a two-electron Coulomb integral and s is a normalized
s Gaussian of exponent xi/2 centred on the nucleus.
Symbols: Z nuclear charge, r_rms root-mean-square charge radius,
mu, nu real basis functions. Hartree atomic units unless a label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf
from pyscf import gto

BOHR_IN_FM = physical_constants["Bohr radius"][0] * 1e15
HARTREE_IN_MEV = physical_constants["Hartree energy in eV"][0] * 1e-6


def unit_density(r, xi):
    return (xi / np.pi) ** 1.5 * np.exp(-xi * r**2)


def unit_potential(r, xi):
    """Derived electrostatic potential of a unit Gaussian charge."""
    return erf(np.sqrt(xi) * r) / r if r > 0 else 2 * np.sqrt(xi / np.pi)


def gauss_interval(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def coulomb_from_definition(r, xi):
    """Integral of density/distance, in polar coordinates about the field point."""
    dist, w_dist = gauss_interval(160, 0.0, r + 8 / np.sqrt(xi))
    cosine, w_cos = gauss_interval(160, -1.0, 1.0)
    radius_sq = r**2 + dist[:, None]**2 + 2 * r * dist[:, None] * cosine
    density = (xi / np.pi) ** 1.5 * np.exp(-xi * radius_sq)
    return 2 * np.pi * (w_dist * dist) @ density @ w_cos


# ---- Symbolic checks: Poisson equation and expansion at the centre ----
r_s, xi_s = sp.symbols("r xi", positive=True)
phi = sp.erf(sp.sqrt(xi_s) * r_s) / r_s
laplacian = sp.diff(r_s * phi, r_s, 2) / r_s
source = 4 * sp.pi * (xi_s / sp.pi) ** sp.Rational(3, 2) * sp.exp(-xi_s * r_s**2)
assert sp.simplify(laplacian + source) == 0
series = sp.series(sp.erf(sp.sqrt(xi_s) * r_s), r_s, 0, 5).removeO() / r_s
expected = 2 * sp.sqrt(xi_s / sp.pi) * (1 - xi_s * r_s**2 / 3)
assert sp.simplify(sp.expand(series - expected)) == 0

# ---- Heavy nucleus with round model parameters: density and potential ----
Z = 80
r_rms_fm = 5.5
r_rms = r_rms_fm / BOHR_IN_FM
xi = 3 / (2 * r_rms**2)
radii, w_radii = gauss_interval(120, 0.0, 8 / np.sqrt(xi))
shell = 4 * np.pi * radii**2 * unit_density(radii, xi) * w_radii
norm = shell.sum()
rms_numeric = np.sqrt((shell * radii**2).sum())
assert abs(norm - 1) < 1e-10
assert abs(rms_numeric / r_rms - 1) < 1e-10

print(f"Heavy nucleus: Z = {Z}, r_rms = {r_rms_fm} fm = {r_rms:.6e} bohr")
print(f"xi = {xi:.6e} bohr^-2; nuclear s exponent xi/2 = {xi/2:.6e} bohr^-2")
print(f"Quadrature: charge/Z = {norm:.10f}, rms radius = "
      f"{rms_numeric*BOHR_IN_FM:.8f} fm")
V0 = -Z * unit_potential(0.0, xi)
V0_numeric = -Z * coulomb_from_definition(0.0, xi)
assert abs(V0_numeric / V0 - 1) < 1e-9
print(f"V(0) formula = {V0:.6e} hartree = {V0*HARTREE_IN_MEV:.4f} MeV")
print(f"V(0) from Coulomb integral = {V0_numeric:.6e} hartree")
print("r/r_rms | V formula, hartree | V Coulomb integral, hartree |"
      " V/V_point | enclosed charge/Z")
for multiple in (1, 2, 3):
    r = multiple * r_rms
    x = np.sqrt(xi) * r
    V = -Z * unit_potential(r, xi)
    V_numeric = -Z * coulomb_from_definition(r, xi)
    assert abs(V_numeric / V - 1) < 1e-9
    # Integrals in the scaled variable t = sqrt(xi) * radius.
    inside = quad(lambda t: 4 / np.sqrt(np.pi) * t**2 * np.exp(-t**2), 0, x)[0]
    outside = np.sqrt(xi) * quad(
        lambda t: 4 / np.sqrt(np.pi) * t * np.exp(-t**2), x, x + 10)[0]
    enclosed = erf(x) - 2 * x / np.sqrt(np.pi) * np.exp(-x**2)
    assert abs(inside - enclosed) < 1e-9
    outer_formula = 2 * np.sqrt(xi / np.pi) * np.exp(-x**2)
    assert abs(outside - outer_formula) < 1e-7 * np.sqrt(xi)
    print(f"{multiple} | {V:.6e} | {V_numeric:.6e} | {-V*r/Z:.6f} | {inside:.6f}")

# ---- Swollen nucleus off the axis of two centres with s, p, d functions ----
A = np.array([0.0, 0.0, 0.0])
B = np.array([0.0, 0.4, 1.4])
C = np.array([0.7, -0.3, 0.5])
a_exp, b_exp = 0.8, 0.5
N_ORB = 10  # s and p on A, s and d on B; the nuclear s function comes last


def molecule_with_nuclear_s(xi_nuc):
    basis = {"H1": [[0, [a_exp, 1.0]], [1, [0.7, 1.0]]],
             "H2": [[0, [b_exp, 1.0]], [2, [0.9, 1.0]]],
             "H3": [[0, [xi_nuc / 2, 1.0]]]}
    atoms = [["H1", tuple(A)], ["H2", tuple(B)], ["H3", tuple(C)]]
    return gto.M(atom=atoms, basis=basis, unit="Bohr", spin=1, verbose=0)


def two_electron_block(mol):
    return mol.intor("int2e")[:N_ORB, :N_ORB, N_ORB, N_ORB]


xi_big = 3.0
mol = molecule_with_nuclear_s(xi_big)
two_electron = two_electron_block(mol)

rad, w_rad = gauss_interval(80, 0.0, 10.0)
cos_t, w_cos = gauss_interval(36, -1.0, 1.0)
n_phi = 64
angle = 2 * np.pi * np.arange(n_phi) / n_phi
sin_t = np.sqrt(1 - cos_t**2)
directions = np.stack([np.outer(sin_t, np.cos(angle)),
                       np.outer(sin_t, np.sin(angle)),
                       np.outer(cos_t, np.ones(n_phi))], axis=-1).reshape(-1, 3)
w_ang = np.repeat(w_cos * 2 * np.pi / n_phi, n_phi)
points = (C + rad[:, None, None] * directions[None]).reshape(-1, 3)
w_erf = np.outer(w_rad * rad * erf(np.sqrt(xi_big) * rad), w_ang).ravel()
orbitals = mol.eval_gto("GTOval_sph", points)[:, :N_ORB]
quadrature = orbitals.T @ (orbitals * w_erf[:, None])
max_deviation = np.abs(quadrature - two_electron).max()
assert max_deviation < 1e-8

with mol.with_rinv_origin(tuple(C)):
    point_nucleus = mol.intor("int1e_rinv")[:N_ORB, :N_ORB]
# The size effect must be far larger than the agreement just found.
assert np.abs(point_nucleus - two_electron).max() > 1e-2

p = a_exp + b_exp
P = (a_exp * A + b_exp * B) / p
R = np.linalg.norm(P - C)
eta = p * xi_big / (p + xi_big)
K = ((2 * a_exp / np.pi) ** 0.75 * (2 * b_exp / np.pi) ** 0.75
     * np.exp(-a_exp * b_exp / p * np.sum((A - B) ** 2)))
closed = K * (np.pi / p) ** 1.5 * erf(np.sqrt(eta) * R) / R
closed_point = K * (np.pi / p) ** 1.5 * erf(np.sqrt(p) * R) / R
assert abs(closed - quadrature[0, 4]) < 1e-8
assert abs(closed_point - point_nucleus[0, 4]) < 1e-9

print(f"Swollen nucleus: Z = 1, xi = {xi_big} bohr^-2, "
      f"r_rms = {np.sqrt(1.5/xi_big):.6f} bohr")
print(f"Centres in bohr: A = {A.tolist()}, B = {B.tolist()}, C = {C.tolist()}")
print(f"Exponents in bohr^-2: s_A {a_exp}, p_A 0.7, s_B {b_exp}, d_B 0.9")
print(f"s_A s_B: p = {p:.4f} bohr^-2, eta = {eta:.6f} bohr^-2, "
      f"R = {R:.6f} bohr, K = {K:.6f} bohr^-3")
print("Element | quadrature | -(mu nu|ss) | point nucleus (hartree)")
for label, i, j in (("s_A s_B", 0, 4), ("pz_A dz2_B", 3, 7)):
    print(f"{label} | {-quadrature[i, j]:.8f} | {-two_electron[i, j]:.8f} | "
          f"{-point_nucleus[i, j]:.8f}")
print(f"s_A s_B closed form = {-closed:.8f} hartree")
print(f"Largest deviation, quadrature against two-electron integrals, "
      f"all {N_ORB}x{N_ORB} elements: {max_deviation:.1e} hartree")

# ---- Contact limit of the size effect for a shrinking nucleus ----
at_nucleus = mol.eval_gto("GTOval_sph", C.reshape(1, 3))[0, :N_ORB]
contact_density = np.outer(at_nucleus, at_nucleus)
contact_errors = []
for xi_small in (1e3, 1e4):
    finite = two_electron_block(molecule_with_nuclear_s(xi_small))
    scaled_shift = (point_nucleus - finite) * xi_small / np.pi
    error = (np.linalg.norm(scaled_shift - contact_density)
             / np.linalg.norm(contact_density))
    contact_errors.append(error)
    print(f"Contact formula, xi = {xi_small:.0e} bohr^-2: "
          f"relative error {error:.2e}")
assert contact_errors[1] < 5e-3
assert abs(contact_errors[0] / contact_errors[1] - 10) < 1

# ---- s Gaussians centred on the heavy nucleus ----
print(f"Normalized s Gaussians on the heavy nucleus (Z = {Z}), energies in hartree")
print("exponent, bohr^-2 | point | finite, -Z(aa|ss) | finite - point |"
      " contact estimate")
for exponent in (1e2, 1e4, 1e6, 1e8):
    atom = gto.M(atom=[["H", (0.0, 0.0, 0.0)]], unit="Bohr", spin=1, verbose=0,
                 basis={"H": [[0, [exponent, 1.0]], [0, [xi / 2, 1.0]]]})
    shell_exponents = np.array([atom.bas_exp(k)[0] for k in range(atom.nbas)])
    nuc = int(np.argmin(np.abs(shell_exponents - xi / 2)))
    orb = 1 - nuc
    finite = -Z * atom.intor("int2e")[orb, orb, nuc, nuc]
    with atom.with_rinv_origin((0.0, 0.0, 0.0)):
        point = -Z * atom.intor("int1e_rinv")[orb, orb]
    p_atom = 2 * exponent
    eta_atom = p_atom * xi / (p_atom + xi)
    assert abs(finite / (-2 * Z * np.sqrt(eta_atom / np.pi)) - 1) < 1e-9
    contact = np.pi * Z * (p_atom / np.pi) ** 1.5 / xi
    shift = finite - point
    if exponent <= 1e4:
        assert abs(shift / contact - 1) < 1e-3
    if exponent >= 1e8:
        assert contact / shift > 1.5
    print(f"{exponent:.0e} | {point:.6e} | {finite:.6e} | {shift:.4e} | "
          f"{contact:.4e}")

print("OK")
```

Running it gives:

```
Heavy nucleus: Z = 80, r_rms = 5.5 fm = 1.039349e-04 bohr
xi = 1.388571e+08 bohr^-2; nuclear s exponent xi/2 = 6.942856e+07 bohr^-2
Quadrature: charge/Z = 1.0000000000, rms radius = 5.50000000 fm
V(0) formula = -1.063724e+06 hartree = -28.9454 MeV
V(0) from Coulomb integral = -1.063724e+06 hartree
r/r_rms | V formula, hartree | V Coulomb integral, hartree | V/V_point | enclosed charge/Z
1 | -7.056226e+05 | -7.056226e+05 | 0.916735 | 0.608375
2 | -3.846514e+05 | -3.846514e+05 | 0.999468 | 0.992617
3 | -2.565707e+05 | -2.565707e+05 | 1.000000 | 0.999994
Swollen nucleus: Z = 1, xi = 3.0 bohr^-2, r_rms = 0.707107 bohr
Centres in bohr: A = [0.0, 0.0, 0.0], B = [0.0, 0.4, 1.4], C = [0.7, -0.3, 0.5]
Exponents in bohr^-2: s_A 0.8, p_A 0.7, s_B 0.5, d_B 0.9
s_A s_B: p = 1.3000 bohr^-2, eta = 0.906977 bohr^-2, R = 0.835138 bohr, K = 0.133067 bohr^-3
Element | quadrature | -(mu nu|ss) | point nucleus (hartree)
s_A s_B | -0.44254414 | -0.44254414 | -0.49197221
pz_A dz2_B | 0.07012027 | 0.07012027 | 0.05561642
s_A s_B closed form = -0.44254414 hartree
Largest deviation, quadrature against two-electron integrals, all 10x10 elements: 3.6e-14 hartree
Contact formula, xi = 1e+03 bohr^-2: relative error 1.35e-03
Contact formula, xi = 1e+04 bohr^-2: relative error 1.35e-04
Normalized s Gaussians on the heavy nucleus (Z = 80), energies in hartree
exponent, bohr^-2 | point | finite, -Z(aa|ss) | finite - point | contact estimate
1e+02 | -1.276615e+03 | -1.276614e+03 | 9.1937e-04 | 9.1937e-04
1e+04 | -1.276615e+04 | -1.276523e+04 | 9.1927e-01 | 9.1937e-01
1e+06 | -1.276615e+05 | -1.267520e+05 | 9.0956e+02 | 9.1937e+02
1e+08 | -1.276615e+06 | -8.172140e+05 | 4.5940e+05 | 9.1937e+05
OK
```
